# Accurate evaluation of the Bernoulli function and its derivative

## A nearly flat mesh edge

Take two neighbouring mesh nodes with scaled electron densities $n_0=1$ and $n_1=1.1$, and let the potential difference between them, divided by the thermal voltage, be $\Delta$. When $\Delta$ is tiny, the scaled current is diffusion plus a small drift term containing the mean density:

$$F\approx (n_1-n_0)-\Delta\,\frac{n_0+n_1}{2}.$$

Its derivative with respect to $\Delta$ is $-(1+1.1)/2=-1.05$. A Newton solver needs this number. In the general scheme it is assembled from the derivative of

$$B(x)=\frac{x}{e^x-1},\qquad B(0)=1,$$

for which the quotient rule gives

$$B'(x)=\frac{(e^x-1)-xe^x}{(e^x-1)^2}=\frac{e^x(1-x)-1}{(e^x-1)^2}. \tag{1}$$

A potential difference of $10^{-10}$ V at 300 K gives $x\approx3.868\times10^{-9}$. With this $x$ kept to full precision, the last quotient in (1), evaluated in double precision, returns 0 instead of $-0.5$, and the matrix entry becomes 0 instead of $-1.05$. With $x$ rounded to the four digits shown, the same quotient returns $-7.4$. The reason for both values is visible by expansion:

$$e^x(1-x)=\left(1+x+\tfrac{x^2}{2}+\dots\right)(1-x)=1-\tfrac{x^2}{2}+O(x^3).$$

Here $x^2/2\approx7.5\times10^{-18}$, while the double-precision numbers just below 1 are spaced by $1.1\times10^{-16}$. The information is lost before 1 is subtracted. Near this argument the computed product is either 1 or the double just below it, and rounding errors decide which. Subtracting 1 and dividing by about $x^2$ then gives either 0 or $-7.4$.

## Where the function comes from

Let $s$ run from 0 to 1 along an edge of length $h$. Assume a constant field, constant mobility, nondegenerate electrons obeying the Einstein relation, and no recombination within the edge. The electron current density is then $(qD/h)F$, with $q$ the elementary charge, $D$ the diffusion coefficient, and

$$F=\frac{dn}{ds}-\Delta\,n=\text{constant},\qquad \Delta=\frac{\psi_1-\psi_0}{V_T}.$$

Here $\psi$ is the electrostatic potential and $V_T$ the thermal voltage. Multiplying by $e^{-\Delta s}$ makes the right side a total derivative, $Fe^{-\Delta s}=d(ne^{-\Delta s})/ds$. Integrating over the edge gives

$$F\,\frac{1-e^{-\Delta}}{\Delta}=n_1e^{-\Delta}-n_0 .$$

Solve for $F$. The factor of $n_1$ is $\Delta e^{-\Delta}/(1-e^{-\Delta})=\Delta/(e^\Delta-1)=B(\Delta)$. The factor of $-n_0$ is $\Delta/(1-e^{-\Delta})=(-\Delta)/(e^{-\Delta}-1)=B(-\Delta)$. Hence

$$F=B(\Delta)n_1-B(-\Delta)n_0,\qquad
\frac{\partial F}{\partial\Delta}=B'(\Delta)n_1+B'(-\Delta)n_0. \tag{2}$$

The second relation holds at fixed densities; the minus sign in front of $n_0$ cancels the one from the chain rule. For large positive $\Delta$ at fixed densities, $F\approx-\Delta n_0$: drift carries the density of the node at lower potential.

For $\Delta=3$ and the same densities, a numerical solution of the boundary-value problem gives $F=-2.9842813$ and $\partial F/\partial\Delta=-1.011303$. Equation (2) gives the same printed digits.

## Identities that decide the scheme

From the definition,

$$B(-x)=\frac{x}{1-e^{-x}}=\frac{xe^x}{e^x-1}=x+B(x).$$

Differentiating both ends gives $-B'(-x)=1+B'(x)$, so

$$B'(x)+B'(-x)=-1. \tag{3}$$

The second derivative settles where relative errors are largest. Write (1) as $N/M^2$ with $N=e^x(1-x)-1$ and $M=e^x-1$. Then $N'=-xe^x$, $M'=e^x$, and

$$B''=\frac{N'M-2NM'}{M^3}
=\frac{e^x\left[(x-2)e^x+x+2\right]}{(e^x-1)^3}.$$

Call the bracket $r(x)$. It satisfies $r(0)=0$, $r'(x)=(x-1)e^x+1$, $r'(0)=0$ and $r''(x)=xe^x$. Thus $r'$ has its minimum, zero, at the origin, and $r$ is increasing. It has the sign of $x$, as does the denominator, so $B''>0$ for $x\ne0$; at the origin $B''=1/6$, from the series below. Therefore $B'$ rises from $-1$ at $-\infty$ to 0 at $+\infty$, $B$ decreases, and $|B'|$ decreases with $x$.

## Error model and failure of direct evaluation

Let $u=2^{-53}=1.11\times10^{-16}$. Assume that each addition, subtraction, multiplication or division with a normal result has relative error at most $u$, and that the library functions $\exp$ and $\operatorname{expm1}(x)=e^x-1$ have relative error at most $2u$. Bounds below are first order in $u$ and relative to the exact value.

For small positive $x$, the computed $e^x$ carries an absolute error up to about $2u$. Subtracting 1 leaves a quantity of size $x$, so the direct formula for $B$ has relative error up to about $2u/x$. In the numerator of (1), the exponential contributes up to $2u$. For small $x$ above $3\times10^{-8}$ the computed product stays below 1, so the roundings of $1-x$ and of the product contribute at most $u/2$ each. The true numerator is about $-x^2/2$, so the relative error can reach $3u/(x^2/2)=6u/x^2$.

Sampled arguments between $10^{-6}$ and $2\times10^{-6}$ show worst errors of $1.0\times10^{-10}$ for $B$ and $3.6\times10^{-4}$ for $B'$. Between $10^{-8}$ and $2\times10^{-8}$ the error of $B'$ reaches 3.4 times its true magnitude.

At the other end, $e^x$ overflows above $x=709.783$, and its square already above 354.891. At $x=400$ formula (1) divides a finite number by infinity and returns a signed zero; the true value is $-7.64\times10^{-172}$. Above $x\approx703.2$ the product $e^x(1-x)$ in the numerator overflows too, slightly before $e^x$ itself does. Infinity is then divided by infinity, and the result is not a number.

## The value at moderate arguments

The quotient $x/\operatorname{expm1}(x)$ has relative error at most $2u+u=3u$: one function error and one division. It needs no series near the origin, because $\operatorname{expm1}$ delivers the small difference directly. The point $x=0$ is assigned the value 1.

## The derivative at moderate arguments

Set $y=|x|>0$ and $q=1-e^{-y}=-\operatorname{expm1}(-y)$. Multiply numerator and denominator of (1), taken at $y$, by $e^{-2y}$:

$$B'(y)=\frac{e^{-y}(1-y-e^{-y})}{(1-e^{-y})^2}=-P,
\qquad P=\frac{(y-q)e^{-y}}{q^2}. \tag{4}$$

Equation (3) then gives $B'(-y)=P-1=-(1-P)$.

One cancellation remains, in $y-q$. If the computed $q$ is $q(1+\delta)$ with $|\delta|\le2u$, then $y-q$ changes by the relative amount $-\delta q/(y-q)$ and $1/q^2$ by $-2\delta$. These have the same sign and add. The exponential contributes $2u$; the subtraction, multiplication, squaring and division contribute $4u$. Altogether

$$\frac{|\delta P|}{P}\le 2u\left[3+\frac{q}{y-q}\right]+4u. \tag{5}$$

Since $y/q=B(-y)$, the fraction is $1/[B(-y)-1]$. It decreases with $y$, because $B(-y)$ increases. At $y=1$, $q=1-e^{-1}$ and $y-q=e^{-1}$, so the fraction is $e-1=1.718$ and the bound is $2(4.718)u+4u=13.44u$. I use $13.5u$ for all $y\ge1$.

For small $y$, $q\approx y$ and $y-q\approx y^2/2$. The fraction grows as $2/y$ and the bound as $4u/y$. Using $\operatorname{expm1}$ thus removes one power of $1/y$ from the error, but not the whole loss. A series is needed.

For negative argument, the error of $P$ enters $1-P$ with weight $P/(1-P)$. At $y=1$, $P=0.3387$ and the weight is 0.512. The bound is $0.512\times13.44u+u=7.9u$, rounded up to $8u$. Both $P$ and its error bound decrease with $y$, so this also holds beyond 1.

## The series and its remainder

First separate the odd part of $B$. Because $\coth(x/2)=(e^x+1)/(e^x-1)=1+2/(e^x-1)$,

$$B(x)=\frac{x}{2}\coth\frac{x}{2}-\frac{x}{2}.$$

The product $\sinh z=z\prod_{m\ge1}[1+z^2/(\pi m)^2]$ has logarithmic derivative $\coth z=1/z+\sum_m2z/(z^2+\pi^2m^2)$. With $z=x/2$ and $a_m=2\pi m$,

$$B(x)=1-\frac{x}{2}+\sum_{m=1}^{\infty}\frac{2x^2}{x^2+a_m^2}.$$

The derivative of one term is

$$\frac{4x(x^2+a_m^2)-4x^3}{(x^2+a_m^2)^2}
=\frac{4x}{a_m^2}(1+v_m)^{-2},\qquad v_m=\frac{x^2}{a_m^2}.$$

On any bounded interval these derivatives are bounded by a constant times $1/m^2$, so differentiation term by term is justified.

Now expand $(1+v)^{-2}$ in $v\ge0$. Lagrange's form of the remainder after $K$ terms is

$$(-1)^K(K+1)(1+\xi)^{-K-2}v^K,\qquad 0<\xi<v.$$

For $v>0$ it has the sign of the first omitted term, $(-1)^K(K+1)v^K$, and smaller magnitude. The sign is the same for every $m$, so the property survives the sum over $m$. Collecting powers gives

$$B'(x)=-\frac12+\sum_{k=1}^{K}c_kx^{2k-1}+R_K,\qquad
c_k=(-1)^{k-1}4k\sum_{m=1}^{\infty}\frac{1}{(2\pi m)^{2k}}, \tag{6}$$

with $|R_K|<|c_{K+1}||x|^{2K+1}$ for every real $x\ne0$. The infinite series converges only for $|x|<2\pi$, but the bound does not need convergence. Tests at $x=\pm8$, outside that radius, confirm it for the truncations examined.

If the Bernoulli numbers $B_n$ are defined by $B(x)=\sum_nB_nx^n/n!$, differentiation identifies $c_k=B_{2k}/(2k-1)!$. The first coefficients are $1/6$, $-1/180$ and $1/5040$; the full set used here is in the numerical output.

**Number of terms.** On $|x|\le1$ the omitted term is largest at the ends, and $|B'|$ is smallest at $x=1$. The relative truncation bound is therefore largest there:

$$\frac{|c_{K+1}|}{|B'(1)|}\le u.$$

Ten terms give $3.22u$ and fail; eleven give $0.089u$. The actual truncation errors, $3.14u$ and $0.087u$, show that the bound wastes little.

**Rounding.** Write the sum in (6) as $xp$, with $w=x^2$ and $p=c_1+w(c_2+\dots)$, evaluated by Horner's rule. Rounding $c_1$, the last addition in $p$ and the multiplication by $x$ contribute at most $3u/6=0.5u$ absolute error, since $p\le1/6$. The inner terms are at most about $1/180$ in size and add less than $0.03u$. Dividing by $|B'|\ge0.3387$ gives less than $1.6u$. The final addition adds $u$ and truncation $0.09u$, so the total is below $3u$.

## Asymptotic branches and underflow

For large $y$, use

$$B(y)\approx ye^{-y},\quad B'(y)\approx-(y-1)e^{-y},\quad
B(-y)\approx y,\quad B'(-y)\approx-1. \tag{7}$$

Let $\varepsilon=e^{-y}$. The first and third approximations, divided by the exact values, both give $1-\varepsilon$. For the second, (4) gives

$$\frac{(y-1)(1-\varepsilon)^2}{y-1+\varepsilon}
=1-\varepsilon\left(2+\frac1{y-1}\right)+O(\varepsilon^2).$$

For the fourth the ratio is $1/(1-P)$, so the relative defect is $P/(1-P)\approx(y-1)e^{-y}$. The factor $y-1$ makes this the most demanding case, although the approximation is just a constant. At $y=40$ its defect is $1.49u$; at $y=41$ it is $0.56u$. The switch is therefore placed at 41, the smallest integer for which all four defects are below $u$.

Underflow needs separate care. The smallest normal double is $2^{-1022}$. The factor $e^{-x}$ falls below it at $x=708.396$, but $xe^{-x}$ stays normal until 714.9687, the solution of $xe^{-x}=2^{-1022}$. Between these points a single exponential is stored as a subnormal number, with absolute rounding error up to $2^{-1075}$. Near the upper end, $e^{-x}\approx2^{-1022}/715$, so the relative error can approach $715\times2^{-53}=715u$. The largest sampled error is $683u$.

The cure is to form $t=e^{-x/2}$ and evaluate $(xt)t$. Now $t$ and $xt$ are normal throughout the range in question. Two exponential factors contribute $4u$, two multiplications $2u$, and the defect $0.014u$: at most $6.1u$. For $B'$, the subtraction $x-1$ adds another $u$ and the defect is $0.029u$, giving $7.1u$. The derivative remains normal up to $x=714.9673$.

## Pseudocode

The array $c$ holds $c_1,\dots,c_{11}$, each rounded to double precision.

```
function bernoulli(x):            # x finite
    y = abs(x)
    if y > 41:
        if x < 0: return y, -1
        t = exp(-x/2)
        return (x*t)*t, -((x-1)*t)*t

    if x == 0: b = 1
    else:      b = x/expm1(x)

    if y <= 1:
        w = x*x
        p = c[11]
        for k = 10 down to 1:
            p = p*w + c[k]
        return b, -1/2 + x*p

    q = -expm1(-y)
    P = (y-q)*exp(-y)/(q*q)
    if x > 0: return b, -P
    else:     return b, P-1
```

For finite arguments with normal results, the branch bounds combine to $6.1u$ for $B$ and $13.5u$, or $1.5\times10^{-15}$, for $B'$. The largest errors found on the sampled arguments are $3.10u$ and $5.45u$. The bounds allow every contribution its worst size and sign; the sample need not contain such a coincidence.

## Cost on a mesh edge

The work per call is bounded. The series branch uses one $\operatorname{expm1}$ and a polynomial of eleven coefficients. The moderate branch uses two calls of $\operatorname{expm1}$ and one of $\exp$. The asymptotic branch uses one exponential or none.

An edge needs both signs of $\Delta$, but one evaluation at $y=|\Delta|$ suffices:

$$B(-y)=B(y)+y,\qquad B'(-y)=-1-B'(y).$$

The first adds positive numbers. In the second, $|B'(y)|\le1/2$, so the relative error of $B'(y)$ is not amplified; one rounding is added. The reverse direction is unsafe: computing $B(y)=B(-y)-y$ at large $y$ subtracts nearly equal numbers.

## Four edges at 300 K

The thermal voltage is $V_T=0.025852$ V. Choose model edges with potential drops of $10^{-10}$ V and 0.1 V, and two edges in a field of $2\times10^8$ V/m (2 MV/cm), with lengths 20 nm and 92 nm. These two edges test the arithmetic, not a transport model: the field is several times the avalanche breakdown field of lightly or moderately doped silicon junctions, and drift velocities saturate well below it, so constant mobility no longer holds. Their potential drops are

$$2\times10^8\times20\times10^{-9}=4\ \text{V},\qquad
2\times10^8\times92\times10^{-9}=18.4\ \text{V}.$$

The first edge has $x=10^{-10}/0.025852=3.868\times10^{-9}$. The series gives $B'=-0.5$ to the printed precision, hence the matrix entry $-0.5\times1.1-0.5\times1=-1.05$. The direct formula's zero removes the response of the flux to the potential from the Newton matrix, although the flux does respond.

The second edge has $x=0.1/0.025852=3.868$. There $B=0.08256$ and $B'=-0.06298$, and the direct formulas agree to all printed digits. They also agree on the third edge, where $x=4/0.025852=154.7$ and $B=9.829\times10^{-66}$: neither cancellation nor overflow is active. The ratio $B'/B=-0.9935$ equals $-(x-1)/x=-153.7/154.7$, as (7) requires.

The fourth edge has $x=18.4/0.025852=711.7$, beyond the overflow of $e^x$. In this field that happens for edges longer than $709.783\times0.025852/(2\times10^8)$ m, or 91.75 nm. The branched values are $B=5.571\times10^{-307}$ and $B'=-5.563\times10^{-307}$; direct evaluation gives 0 and an undefined number. At comparable densities a coefficient of $10^{-307}$ has no physical effect on the current. The undefined matrix entry does matter, because it invalidates the linear solve.

## Stability and remaining failure modes

**Cancellation in the flux.** Accurate coefficients do not guarantee an accurate current. At equilibrium $n_1=n_0e^\Delta$, and $B(\Delta)e^\Delta=B(-\Delta)$ makes the two terms of (2) cancel. Relative errors in them are amplified by

$$\frac{B(\Delta)n_1+B(-\Delta)n_0}{|F|},$$

which diverges as $F\to0$. The derivative in (2) has no such problem: for positive densities both terms are negative.

**Rounded input.** The error bounds take $x$ as exact. By (7), a small relative error $\delta$ in a large positive $x$ changes $B$ by a relative amount of about $(x-1)\delta$ in magnitude. On the fourth edge this is $711\delta$, so rounding in the potentials or in $V_T$ can outweigh the error of the function itself.

**Weaker libraries.** If the function errors are bounded by $\eta$ instead of $2u$, the moderate bounds become $\eta+u$ for $B$ and $4.72\eta+4u$ for $B'$ at positive argument. An $\exp(x)-1$ substituted for $\operatorname{expm1}$ restores the cancellation.

**Underflow.** Beyond $x\approx714.97$ results become subnormal and then zero. Their absolute error is negligible, but no uniform relative bound is possible. Arithmetic that replaces subnormal numbers by zero gives zero immediately past this point.

**Infinite input.** For $x=+\infty$ the tail product is infinity times zero, which is undefined. Such input must be rejected, or assigned the limits $B=0$ and $B'=0$ explicitly.

**Other precisions.** The constants 11 and 41 belong to $u=2^{-53}$. The series limit 1 can stay: the bound (5) is proportional to $u$, so at $y=1$ it is $13.44u$ in any precision whose library functions are good to $2u$. For another precision, choose the number of terms from the remainder bound and the tail switch from $(y-1)e^{-y}\le u$. The threshold for splitting the exponential follows from the exponent range, not from $u$. The recipe assumes that this threshold lies above the tail switch. In half precision it does not: $e^{-y}$ becomes subnormal at $y=9.70$, while the switch would be at 9.80.

## Values computed for the example and the checks

```
unit roundoff u = 1.1102e-16; 13.5 u = 1.499e-15
series limit |x| = 1; terms K = 11
B'(1) = -0.338697
truncation bound at x=1, K-1 terms: 3.223 u
truncation bound at x=1, K terms: 0.089 u
true truncation, K-1 and K terms: 3.136 u, 0.087 u
c_1 = 1/6
c_2 = -1/180
c_3 = 1/5040
c_4 = -1/151200
c_5 = 1/4790016
c_6 = -691/108972864000
c_7 = 1/5337446400
c_8 = -3617/666913927680000
c_9 = 43867/283838567620608000
c_10 = -174611/40142883134914560000
c_11 = 77683/640959092699627520000
asymptotic switch |x| = 41
defects there [B(y), B'(y), B(-y), B'(-y)] in u: 0.014, 0.029, 0.014, 0.563
largest defect one unit earlier: 1.492 u
exp(x) overflows above x = 709.783, its square above 354.891
exp(-x) subnormal above x = 708.396
B, B' subnormal above x = 714.9687, 714.9673
worst error of x*exp(-x) with one exponential: 683 u
worst measured error (bound), in u:
  series, both signs: B 1.88 (3.0), B' 1.50 (3.0)
  moderate, x > 0: B 1.95 (3.0), B' 5.45 (13.5)
  moderate, x < 0: B 1.58 (3.0), B' 2.78 (8.0)
  asymptotic, x > 0: B 3.10 (6.1), B' 3.52 (7.1)
  asymptotic, x < 0: B 0.01 (1.0), B' 0.56 (1.0)
relative errors on [x,2x]: direct B, direct B', expm1 form of B'
  x=1e-02: 1.1e-14, 3.1e-12, 1.6e-14
  x=1e-04: 1.1e-12, 2.9e-08, 1.4e-12
  x=1e-06: 1.0e-10, 3.6e-04, 1.7e-10
  x=1e-08: 1.1e-08, 3.4e+00, 1.5e-08
B'(400): direct -0.0, branched -7.6415e-172
flux, delta=3, n0=1, n1=1.1: BVP -2.9842813, formula -2.9842813
its delta-derivative: BVP -1.011303, formula -1.011303
T = 300 K, thermal voltage = 0.025852 V
field = 2.0e+08 V/m; exp overflows for edges above 91.75 nm
drop 1e-10 V: x=3.86817e-09, B=1, B'=-0.5
  direct formulas: B=1, B'=0
drop 0.1 V: x=3.86817, B=0.082556486, B'=-0.062975946
  direct formulas: B=0.082556486, B'=-0.062975946
drop 4 V: x=154.727, B=9.8293178e-66, B'=-9.7657909e-66
  direct formulas: B=9.8293178e-66, B'=-9.7657909e-66
drop 18.4 V: x=711.744, B=5.5709378e-307, B'=-5.5631107e-307
  direct formulas: B=0, B'=nan
flat-edge matrix entry: branched -1.05000000, direct 0
```
